# Implicit Integration of Stiff Radical Decomposition: Stability, Conservation and Step Size

A trimethylgallium molecule carried by hot hydrogen loses its first methyl group slowly. The fragment left behind holds its next methyl more weakly and, in the model used here, loses it almost at once. With the rough rate constants used below for 1000 K, the first loss takes about 4 ms and the second less than a microsecond. A calculation of how much precursor survives needs only the millisecond scale, yet a simple explicit integrator must take submicrosecond steps to the end. The question is what an implicit integrator gains, and what happens to the atoms when the explicit one fails.

## Three species by hand

Let $A$, $B$ and $C$ be the densities of gallium carrying three, two and one methyl groups, divided by the initial density of the first. At fixed temperature and volume, with the released methyls ignored for the moment,

$$\dot A=-k_1A,\qquad \dot B=k_1A-k_2B,\qquad \dot C=k_2B ,$$

with $k_2>k_1$ and the start $A=1$, $B=C=0$. Adding the three equations gives $\dot A+\dot B+\dot C=0$: gallium is conserved.

Forward Euler evaluates the rates at the old time, backward Euler at the new time. Take $k_1=1$, $k_2=100$ and a step $h=0.1$ in matching units, so that $hk_1=0.1$ and $hk_2=10$. Forward Euler gives

$$(1,0,0)\to(0.9,\;0.1,\;0)\to(0.81,\;-0.81,\;1).$$

In the second step, $B=0.1+0.1(0.9)-10(0.1)=-0.81$. The intermediate is negative, yet the sum is still $0.81-0.81+1=1$. The next step gives $B=-0.81+0.081+8.1=7.371$ and $C=1-8.1=-7.1$, while $A=0.729$. The sum is again 1. The solution is useless, but no gallium has been lost.

For backward Euler, denote new values by primes. The equation $A'=A-hk_1A'$ is solved first, then the one for $B'$, then the one for $C'$:

$$A'=\frac{A}{1+hk_1},\qquad B'=\frac{B+hk_1A'}{1+hk_2},\qquad C'=C+hk_2B'. \tag{1}$$

The first step yields $A'=1/1.1=0.9091$, $B'=0.09091/11=0.00826$ and $C'=10B'=0.0826$. All are positive and their sum is 1 within rounding. The step is ten times longer than the lifetime $1/k_2$ of the intermediate, and nothing oscillates.

## The exact solution and its discrete copies

The first equation gives $A=e^{-k_1t}$. Multiplying the second by $e^{k_2t}$ turns it into

$$\frac{d}{dt}\left(Be^{k_2t}\right)=k_1e^{(k_2-k_1)t}.$$

Integration from zero, where $B=0$, followed by division by $e^{k_2t}$, gives

$$B=c\left(e^{-k_1t}-e^{-k_2t}\right),\qquad c=\frac{k_1}{k_2-k_1},\qquad C=1-A-B. \tag{2}$$

If $k_2\gg k_1$, the second exponential is negligible beside the first after a time of several $1/k_2$, and $B\simeq cA$: the intermediate follows its parent. If $k_2\to k_1$, the difference of exponentials divided by $k_2-k_1$ tends to $te^{-k_1t}$, so $B\to k_1te^{-k_1t}$. There is then no separation of times and no stiffness.

Write the system as $\dot{\mathbf x}=K\mathbf x$. Its eigenvectors are

$$\mathbf u_0=(0,0,1),\quad \mathbf u_1=(1,c,-1-c),\quad \mathbf u_2=(0,1,-1),$$

with eigenvalues $0,-k_1,-k_2$. For example, the second component of $K\mathbf u_1$ is $k_1-k_2c=-k_1^2/(k_2-k_1)=-k_1c$, as required. The start is $\mathbf u_0+\mathbf u_1-c\,\mathbf u_2$.

Forward Euler multiplies the state by $I+hK$, backward Euler by $(I-hK)^{-1}$. Both matrices have the eigenvectors of $K$, so after $n$ steps

$$A_n=r_1^n,\qquad B_n=c(r_1^n-r_2^n),$$
$$r_i=1-hk_i\ \text{(forward)},\qquad r_i=\frac1{1+hk_i}\ \text{(backward)}. \tag{3}$$

## Stability and positivity are different limits

Forward Euler stays bounded when $|1-hk_2|\le1$, that is, for

$$h\le \frac{2}{k_2}. \tag{4}$$

The slower mode is then bounded too. Backward Euler has $0<r_i<1$ for every positive $h$, so both decaying modes decay.

Positivity asks for more. The diagonal element of $I+hK$ for $B$ is $1-hk_2$. A state containing $B$ alone therefore becomes negative in one step if $h>1/k_2$. For $h\le1/k_2$ every element of the matrix is nonnegative, and so is every state that starts nonnegative. The pure-$A$ start is more forgiving: by (3), $B_n$ stays positive as long as $r_1>|r_2|$. When $hk_2>1$ this reads $1-hk_1>hk_2-1$, or $h<2/(k_1+k_2)$. A run from pure precursor can thus hide the stricter limit.

For backward Euler, (1) shows directly that nonnegative old densities give nonnegative new ones. Adding its equations in the form $A'+hk_1A'=A$, $B'+hk_2B'=B+hk_1A'$ and $C'=C+hk_2B'$ gives $A'+B'+C'=A+B+C$. The matrix $M=(I-hK)^{-1}$ therefore has nonnegative elements and unit column sums, and for a state of any signs

$$\sum_i\Big|\sum_jM_{ij}x_j\Big|\le\sum_j|x_j|\sum_iM_{ij}=\sum_j|x_j| .$$

No step can amplify the sum of absolute values. This is proved for the linear chain, not for a nonlinear network.

## What accuracy demands

Stability does not make a long step accurate. Put $u=hk_1\ll1$ and $t=nh$. The logarithms of the slow factors are

$$\ln(1-u)=-u-\tfrac12u^2+\cdots,\qquad -\ln(1+u)=-u+\tfrac12u^2+\cdots .$$

Multiplying by $n$, exponentiating and dividing by $e^{-k_1t}$ gives, to leading order, the relative error of $A$:

$$\frac{A_n}{e^{-k_1t}}-1\simeq\mp\frac{hk_1^2t}{2}, \tag{5}$$

with the upper sign for forward Euler. The explicit method consumes the precursor too fast and the implicit one too slowly, by equal amounts for equal steps.

At $t=1/k_1$ a relative error $\varepsilon$ allows backward Euler the step $h=2\varepsilon/k_1$, hence $1/(2\varepsilon)$ steps. Forward Euler needs at least $k_2/(2k_1)$ steps to be stable. The ratio of step counts is

$$\frac{N_{\rm forward}}{N_{\rm backward}}\simeq\varepsilon\frac{k_2}{k_1}, \tag{6}$$

provided this is well above one. If $\varepsilon k_2/k_1<1$, accuracy rather than stability sets both steps, and by (5) the two methods need about the same number. A large stiffness ratio alone therefore does not settle the choice; the accuracy wanted enters as well.

The long implicit step also gives up the initial transient. For $hk_2\gg1$ the fast mode is multiplied by about $1/(hk_2)$ per step instead of the far smaller $e^{-hk_2}$. It disappears after a few steps, but the rise of $B$ during the first $1/k_2$ is not resolved. If that rise is wanted, the first steps must be short.

## Numbers for the chain

The round parameters assumed for trimethylgallium in hydrogen, prefactors $3\times10^{15}$ and $10^{14}\ \mathrm{s^{-1}}$ with barriers 2.6 and 1.5 eV, give at 1000 K $k_1=236.4\ \mathrm{s^{-1}}$ and $k_2=2.756\times10^6\ \mathrm{s^{-1}}$. Their ratio is 11658. The end time $1/k_1$ is 4.23 ms and the explicit limit $2/k_2$ is 0.726 µs.

Consider 500 forward steps at 1.02 times the limit. Then $hk_2=2.04$ and $r_2=-1.04$. The fast amplitude $c=1/11657$ grows to about $1.04^{500}/11657\simeq2.8\times10^4$, and the largest computed $|B|$ is 28189 times the initial precursor density. The total has meanwhile moved by $4.4\times10^{-11}$ of its initial value, which is roundoff from adding numbers of size $10^4$. At 0.98 times the limit the largest $|B|$ is $1.7\times10^{-4}$.

A search for the smallest step count giving both $A$ and $B$ within 1% of their exact values at 4.23 ms finds 50 for backward Euler and 5832 for forward Euler. The ratio is 116.6, and (6) predicts $0.01\times11658=116.6$. The explicit count can be traced further. Stability alone would give $11658/2=5829$. The fast mode must also fall to 1% of the slow one, $|r_2|^N\le0.01e^{-1}=e^{-5.6}$. Near the limit $|r_2|=hk_2-1$, so $hk_2\simeq2-5.6/N$. With $hk_2=11658/N$ this gives $N=(11658+5.6)/2\simeq5832$.

## How clipping creates gallium

A tempting cure for negative densities is to replace them by zero. Let $hk_2>2$, $hk_1\ll1$, and start a pair of forward steps from $B=0$. The first step gives $B=hk_1A$. The second gives

$$B=hk_1A+(1-hk_2)hk_1A=hk_1A(2-hk_2)<0,$$

where the small change of $A$ between the steps is neglected. Setting this to zero adds $hk_1A(hk_2-2)$ to the total, and the next pair begins again from $B=0$. A pair lasts $2h$, so mass is created at the mean rate $k_1A(hk_2-2)/2$. Integrating with $A=e^{-k_1t}$ gives the spurious mass

$$\Delta=\frac{hk_2-2}{2}\left(1-e^{-k_1t}\right). \tag{7}$$

For $hk_2=2.5$ and $t=1/k_1$ this is $0.25\times0.632=15.8\%$ of the initial gallium; the clipped integration gives 15.81%. Clipping has turned a visible instability into a bounded, plausible and wrong result.

## The radical network

The released methyls react further. Write TMG, DMG and MMG for gallium with three, two and one methyls. The network is

- TMG → DMG + CH$_3$ and DMG → MMG + CH$_3$, with $k_1$ and $k_2$;
- CH$_3$ + CH$_3$ → C$_2$H$_6$;
- CH$_3$ + H$_2$ → CH$_4$ + H, and its reverse;
- H + TMG → DMG + CH$_4$ and H + MMG → Ga + CH$_4$;
- H + CH$_3$ → CH$_4$.

Let $\mathbf x$ hold the nine densities divided by the initial TMG density $n_0$. Then

$$\dot{\mathbf x}=\mathbf f(\mathbf x)=S\mathbf v(\mathbf x), \tag{8}$$

where column $j$ of $S$ lists the molecules gained and lost in reaction $j$. A two-body rate is $v=kn_0x_ax_b$, because dividing the density equation by $n_0$ leaves one factor of $n_0$. For methyl recombination the convention is $v=kn_0x_{\mathrm{CH_3}}^2$, with two methyls lost per event.

A vector $\mathbf w$ of atom counts satisfies $\mathbf w^TS=0$, since each reaction balances. There are three such vectors, for gallium, carbon and hydrogen, and no further independent ones. To see this, drop the reverse reaction, and drop H + TMG, whose column is the sum of those for TMG → DMG + CH$_3$ and H + CH$_3$ → CH$_4$. Among the six columns left, TMG, Ga, C$_2$H$_6$ and H$_2$ each occur in one column, so none of those four can enter a vanishing combination. Of the remaining two, one contains DMG and the other does not. The rank is six, and $9-6=3$.

Forward Euler adds $hS\mathbf v$ to the state, and $\mathbf w^TS=0$ makes the change of $\mathbf w^T\mathbf x$ vanish whatever $h$ is. The same holds for the exact solution $\mathbf y$ of the backward Euler equation

$$\mathbf F(\mathbf y)=\mathbf y-\mathbf x-hS\mathbf v(\mathbf y)=0. \tag{9}$$

This equation is nonlinear and is solved by iteration. Linearizing $\mathbf F(\mathbf y+\mathbf d)=0$ gives Newton's correction,

$$(I-hJ)\mathbf d=-\left[\mathbf y-\mathbf x-hS\mathbf v(\mathbf y)\right],\qquad J=S\frac{\partial\mathbf v}{\partial\mathbf y}. \tag{10}$$

Multiply from the left by $\mathbf w^T$. Both terms containing $S$ vanish, leaving $\mathbf w^T\mathbf d=-\mathbf w^T(\mathbf y-\mathbf x)$, or

$$\mathbf w^T(\mathbf y+\mathbf d)=\mathbf w^T\mathbf x. \tag{11}$$

Conservation therefore holds after each iteration, converged or not, up to roundoff in the linear solve. It relies on a Jacobian of the form $S$ times something; an approximation that breaks this form can lose the property. One iteration over the whole 4.23 ms leaves a residual of 0.175$n_0$ in (9), so the equation is far from solved, while the largest relative change of an element total is $1.1\times10^{-16}$. Good mass balance is thus no evidence of a correct solution.

## Choosing the step

The local error is estimated by comparing one step $h$ with two steps $h/2$. Let $\mathbf f$ and $J$ be taken at the old state. To second order the exact solution is $\mathbf x+h\mathbf f+\frac12h^2J\mathbf f$. For the full step, $\mathbf f(\mathbf y)\simeq\mathbf f+hJ\mathbf f$, so

$$\mathbf y_{\rm full}=\mathbf x+h\mathbf f+h^2J\mathbf f .$$

The first half step gives $\mathbf x+\frac h2\mathbf f+\frac{h^2}{4}J\mathbf f$. The second adds $\frac h2(\mathbf f+hJ\mathbf f)$, because its rate is taken at the end of the interval. Hence

$$\mathbf y_{\rm half}=\mathbf x+h\mathbf f+\tfrac34h^2J\mathbf f .$$

The errors are $\frac12h^2J\mathbf f$ and $\frac14h^2J\mathbf f$, and their difference equals the error of the half-step result, which is the one kept. For a fast mode with $z=hk_2\gg1$ this expansion fails. The full step then leaves a fraction $1/z$ of the mode and the half steps leave $4/z^2$, so the estimate is near $1/z$ and overstates the true error.

The algorithm for a general network is:

1. From $\mathbf x$, solve (9) by (10) for one step $h$ and for two steps $h/2$.
2. If Newton's iteration fails, or a density is negative beyond roundoff, repeat with $h/4$. Do not clip.
3. Form $E=\max_i|y_{{\rm half},i}-y_{{\rm full},i}|/(a+\tau s_i)$, where $\tau$ is the relative tolerance, $a=10^{-7}$ the absolute one, and $s_i$ the larger of $|x_i|$ and $|y_{{\rm half},i}|$.
4. Accept $\mathbf y_{\rm half}$ if $E\le1$. In either case multiply $h$ by $0.9/\sqrt E$, kept between 0.2 and 4. The square root follows from the $h^2$ law.

On the bare chain with $\tau=10^{-4}$, this procedure reproduces (2) at $t=1/k_1$ to 0.33%, the largest relative error among $A$, $B$ and $C$.

## Results for the network

The gas is 50 Torr of hydrogen with 0.01 Torr of TMG, so $n_0=9.66\times10^{13}\ \mathrm{cm^{-3}}$; the rate constants stand in the numerical output. Errors are the largest relative deviations at 4.23 ms, among species above $10^{-6}n_0$, from a higher-order implicit integration with relative tolerance $10^{-8}$.

With $\tau=10^{-3}$ backward Euler takes 218 steps and errs by 0.70%. With $\tau=10^{-4}$ it takes 469 steps and errs by 0.23%. No step is rejected, and the element totals hold to about $10^{-15}$. The error falls by a factor of 3.0, close to the $\sqrt{10}$ expected if $h\propto\sqrt\tau$. The step count rises by 2.2, less than that law would give if every step followed it. The largest step at $\tau=10^{-3}$ is 190 µs, about 260 times the explicit limit.

In a nonlinear network the largest eigenvalue magnitude $\rho$ of $J$ takes the place of $k_2$ in (4). This is a guide rather than a theorem: $J$ changes along the path, and a decaying mode with a complex eigenvalue $\lambda$ requires $h\le2|\mathrm{Re}\,\lambda|/|\lambda|^2$, which is shorter than $2/|\lambda|$. Here $\rho$ equals $k_2$ to the printed digits. Forward Euler at 0.95 of $2/\rho$ finishes in 6136 steps with an error of 0.018%. At 1.05 of the limit, $r=1-2.1=-1.1$, and the chain formula predicts that DMG exceeds $n_0$ when $1.1^n>11657$, or $n>98.2$. It happens at step 99.

Backward Euler thus takes 28 times fewer steps, but its 218 steps contain 1884 linear solves. Eliminating a dense $9\times9$ system costs about $2\cdot9^3/3=486$ operations, in total $9\times10^5$. Forming $S\mathbf v$ costs about $2\cdot9\cdot8=144$ operations, and 6136 of these also make $9\times10^5$. By this rough count, which omits building $J$, the adaptive implicit run saves no arithmetic here, and the explicit result is more accurate. Much of the implicit cost is not a cost of backward Euler itself. The error control solves (9) three times per step, and the 1884 solves come from stopping Newton's iteration only when the correction is below $10^{-5}$ of the scale $a+\tau|y_i|$; stopping at 0.3 of that scale gives the same steps and error with 1308 solves. Without error control, 200 equal backward steps reach 0.53% with 460 solves, about a quarter of the explicit arithmetic by the same count. The balance shifts with stiffness: raising $k_2$ tenfold raises the explicit count tenfold, while (5) does not contain $k_2$.

At the end 29.0% of the TMG remains, against 36.8% when H attack on TMG is switched off and all else is kept. The latter is $e^{-1}$, since thermal loss is then the sole sink. Atomic hydrogen has reached $0.972n_0$ and adds a loss rate $9.64\times10^{-13}\times9.66\times10^{13}\times0.972=90\ \mathrm{s^{-1}}$ to $k_1$. Balancing production and loss of DMG gives $0.290(236+90)/(2.756\times10^6)=3.4\times10^{-5}$, which is the computed density.

## Beside a real reactor

Temperature, pressure and precursor fraction are of the order used in vapour-phase growth of gallium compounds, but the rate constants are rough, and a real reactor has flow, temperature gradients, walls and usually a second precursor. For a 2 cm gap between perfectly absorbing walls, the slowest diffusion mode decays at an estimated 78 s$^{-1}$ for TMG and 432 s$^{-1}$ for H. Adding the H loss alone, as a uniform rate, moves the surviving TMG from 29% to about 32%. The TMG loss, a third of $k_1$, would by itself multiply the slowest mode by $e^{-78/236}=0.72$. A gap filled uniformly at the start also contains faster modes, and its average falls further, to $(8/\pi^2)\sum_{m\ge0}e^{-(2m+1)^2\,78/236}/(2m+1)^2\simeq0.59$. At 50 Torr, collisions may also be too rare to keep the dissociating molecules thermally activated. A Lindemann estimate with ten effective oscillators and a collision efficiency of 0.1 lowers $k_1$ to 0.66 and $k_2$ to 0.29 of their values and moves the survival to 43%. These factors are sensitive to the assumptions: eight oscillators give 0.13 and 0.09, and an energy-resolved count of vibrational states with rough frequencies gives 0.78 and 0.15, with a survival of 38%. If every TMG molecule lost two methyls and later reactions returned no heat, the gas would cool by about 2.7 K at constant pressure, lowering $k_1$ by 8%, and by about 3.8 K at fixed volume, lowering it by 11%.

These corrections far exceed the integration error, so the 29% is a property of the closed-parcel model and not a reactor prediction. Within the model the stiffness survives them: the Lindemann factors leave $k_2/k_1$ at about $11658\times0.29/0.66\simeq5100$, and the state count leaves it between about 1100 and 5600 for collision efficiencies from 0.02 to 1. The ratio rests, however, on the assumed prefactor of $10^{14}\ \mathrm{s^{-1}}$ for the second loss. An older pyrolysis fit has a prefactor near $10^8\ \mathrm{s^{-1}}$ with a similar barrier, which gives $k_2$ of a few $\mathrm{s^{-1}}$ at most, below $k_1$; with that choice DMG is not the fast species, and the step limit comes from other reactions.

## Computed results

```
Temperature: 1000 K
Hydrogen pressure: 50 Torr
TMG pressure: 0.01 Torr
Hydrogen density: 4.8282e+17 cm^-3
Initial TMG density n0: 9.6565e+13 cm^-3
k1: 236.43 1/s
k2: 2.7563e+06 1/s
Stiffness ratio k2/k1: 11658
End time 1/k1: 4.2296 ms
FE stability limit 2/k2: 0.7256 us
FE largest |B|/A0, h=0.98 limit, 500 steps: 0.00016812
FE total drift, h=0.98 limit: 0
FE largest |B|/A0, h=1.02 limit, 500 steps: 28189
FE total drift, h=1.02 limit: 4.3656e-11
Clipping test h*k2: 2.5
Spurious mass from clipping: 15.81 %
Predicted spurious mass: 15.802 %
FE slow-mode relative error: -0.0042888 %
BE slow-mode relative error: 0.99175 %
Minimum FE steps for 1% error in A and B: 5832
Minimum BE steps for 1% error in A and B: 50
Measured step-count ratio: 116.64
Predicted step-count ratio: 116.58
Rate constant CH3+CH3: 2e-11 cm^3/s
Rate constant CH3+H2: 1.6909e-14 cm^3/s
Rate constant CH4+H: 4.0221e-13 cm^3/s
Rate constant H+TMG: 9.6403e-13 cm^3/s
Rate constant H+MMG: 9.6403e-13 cm^3/s
Rate constant H+CH3: 3e-12 cm^3/s
Residual after one Newton iteration, units of n0: 0.17496
Element drift after one Newton iteration: 1.1102e-16
Adaptive BE error on exact chain: 0.33091 %
Network BE, tolerance 1e-03: 218 steps, 0 rejected, 1884 linear solves
  error 0.696 %, element drift 1.3e-15, largest step 189.9 us
Network BE, tolerance 1e-04: 469 steps, 0 rejected, 4131 linear solves
  error 0.231 %, element drift 1.1e-15, largest step 58.72 us
Largest network relaxation rate: 2.7563e+06 1/s
Network FE at 0.95 limit: 6136 steps, error 0.0179 %
FE step where |DMG| exceeds n0, at 1.05 limit: 99
Final densities/n0: TMG=0.29, DMG=3.44e-05, MMG=0.6004, Ga=0.1095, CH3=0.02619
Final densities/n0: H=0.9721, CH4=1.478, C2H6=0.01264
TMG/n0 without H attack on TMG: 0.36788
Wall-loss bounds, 2 cm gap: TMG 77.64, H 432 1/s
TMG/n0 with H wall loss: 0.31938
Fall-off: 10 oscillators, efficiency 0.1; k1 factor 0.657, k2 factor 0.29
TMG/n0 with fall-off: 0.43366
Cooling bound: 2.72 K, k1 reduction 7.9 %
DMG+CH3 reverse rate / k2: 3.6289e-05
H+H+H2 loss rate: 0.4526 1/s
Thermal MMG loss rate: 0.070122 1/s
```
